# The Kohn-Sham total energy from eigenvalues, at and away from self-consistency, part 1

(Sections cited here and not found follow in the later parts.)

Anyone who writes or runs a Kohn-Sham calculation has to decide how the total energy is to be evaluated once the orbitals are in hand, and how far the iterations must be converged before that number can be used. One choice is to differentiate the orbitals and integrate the kinetic energy density. Near a nucleus the orbitals vary steeply, the kinetic energy of an atom is as large as its total energy, and a numerical derivative there needs care. The other choice is to use the eigenvalues, which the solver delivers anyway and which already contain the kinetic energy. The plain sum of the eigenvalues is not the energy, however. For the neon atom in the local density approximation it is $-66.25$ hartree against a total energy of $-128.23$ hartree. The eigenvalue route is usable only with the correct subtraction terms, and only with a rule for which density goes into those terms when the iteration has been stopped short of self-consistency.

Hartree atomic units are used throughout, $\hbar = m_e = e^2/4\pi\varepsilon_0 = 1$, so that lengths are in bohr and energies in hartree, written $E_\mathrm{h}$. The system has $N$ electrons in an external potential $v_\text{ext}(\mathbf r)$ and is spin-unpolarized. It is described by real spatial orbitals $\phi_i(\mathbf r)$ with fixed occupation numbers $f_i$, equal to 2 for an orbital that holds both spins, and $\sum_i f_i = N$. The orbitals are orthonormal, $\int \phi_i\phi_j\,d^3r = \delta_{ij}$, and they are bound states that decay exponentially at large distance. The density is

$$n(\mathbf r) = \sum_i f_i\,\phi_i(\mathbf r)^2 . \tag{1}$$

The Kohn-Sham energy is defined as a sum of four terms,

$$E = T_s + E_\text{ext} + E_H[n] + E_{xc}[n], \tag{2}$$

$$T_s = \sum_i f_i\,t_i,\qquad t_i = \frac12\int |\nabla\phi_i|^2\,d^3r,\qquad E_\text{ext} = \int n\,v_\text{ext}\,d^3r, \tag{3}$$

$$E_H[n] = \frac12\iint \frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' . \tag{4}$$

$T_s$ is the kinetic energy of non-interacting electrons in the orbitals $\phi_i$. It is not the kinetic energy of the interacting electrons, and the difference is assigned to $E_{xc}$. The factor $\tfrac12$ in (4) is there because the double integral visits every pair of volume elements twice. The exchange-correlation energy $E_{xc}[n]$ is taken to be a differentiable functional of the density alone, exact or approximate. With several nuclei their mutual repulsion is a constant added to (2). It does not depend on the orbitals, passes unchanged through every step, and is absent for an atom.

The functional derivative of a functional $F[n]$ is the function $v_F(\mathbf r)$ for which $F[n+\delta n] - F[n] = \int v_F\,\delta n\,d^3r$ plus terms of second order in $\delta n$. For the Hartree energy, inserting $n+\delta n$ in (4) and multiplying out gives

$$E_H[n+\delta n] = E_H[n] + \frac12\iint\frac{\delta n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|} + \frac12\iint\frac{n(\mathbf r)\,\delta n(\mathbf r')}{|\mathbf r-\mathbf r'|} + E_H[\delta n],$$

with the volume elements understood. Renaming $\mathbf r\leftrightarrow\mathbf r'$ in the third term turns it into the second, because $|\mathbf r-\mathbf r'|$ is symmetric. The two halves add up to one whole term:

$$E_H[n+\delta n] = E_H[n] + \int v_H\,\delta n\,d^3r + E_H[\delta n],\qquad v_H(\mathbf r) = \int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' . \tag{5}$$

Equation (5) is exact, since $E_H$ is quadratic. The potential has lost the factor $\tfrac12$ that the energy carries. Multiplying $v_H$ by $n$, integrating and comparing with (4) gives

$$\int n\,v_H\,d^3r = 2E_H . \tag{6}$$

For exchange and correlation the derivative is called $v_{xc}(\mathbf r)$. In the local density approximation (LDA) each volume element contributes as a piece of uniform electron gas, $E_{xc} = \int n\,\epsilon_{xc}(n)\,d^3r$, where $\epsilon_{xc}(n)$ is the exchange-correlation energy per electron of the gas at density $n$, an ordinary function of one variable. A change $\delta n(\mathbf r)$ changes the integrand at each point by its ordinary derivative times $\delta n$, so the product rule gives

$$v_{xc}(\mathbf r) = \frac{d\,[n\,\epsilon_{xc}(n)]}{dn}\bigg|_{n(\mathbf r)} = \epsilon_{xc} + n\,\frac{d\epsilon_{xc}}{dn}. \tag{7}$$

The second term makes $\int n\,v_{xc}$ differ from $E_{xc}$.

The Kohn-Sham equations are the condition that (2) be stationary under changes of the orbitals that preserve orthonormality. The constraints are imposed with a matrix of Lagrange multipliers $\Lambda_{ij}$, which may be taken symmetric because the constraints for $(i,j)$ and $(j,i)$ are the same:

$$L = E - \sum_{ij}\Lambda_{ij}\Big(\int\phi_i\phi_j\,d^3r - \delta_{ij}\Big).$$

Let one orbital change, $\phi_i\to\phi_i+\delta\phi_i$. By (1) the density changes by $\delta n = 2f_i\,\phi_i\,\delta\phi_i$ to first order. The three density-dependent terms of (2) therefore change by $\int v_s\,\delta n = 2f_i\int v_s\,\phi_i\,\delta\phi_i$, where

$$v_s = v_\text{ext} + v_H + v_{xc}. \tag{8}$$

The kinetic term changes by $f_i\int\nabla\phi_i\cdot\nabla\delta\phi_i\,d^3r$, the factor 2 from the square cancelling the $\tfrac12$ in (3). To move the gradient off $\delta\phi_i$, use the identity for any two functions $a$ and $b$,

$$\nabla a\cdot\nabla b = \nabla\cdot(b\,\nabla a) - b\,\nabla^2 a . \tag{9}$$

The divergence integrates to the flux of $b\,\nabla a$ through the boundary. On a large sphere this flux vanishes because the functions decay exponentially. At a point nucleus an orbital has a cusp, where its gradient has no single direction but stays bounded, so the flux through a small sphere of radius $\rho$ around the nucleus is at most a constant times $4\pi\rho^2$ and vanishes as $\rho\to0$. The kinetic change is thus $-f_i\int\delta\phi_i\,\nabla^2\phi_i = 2f_i\int\delta\phi_i\,(-\tfrac12\nabla^2\phi_i)$. In the constraint term $\phi_i$ occurs once as the first factor and once as the second, and with the symmetry of $\Lambda$ the change is $-2\sum_j\Lambda_{ij}\int\phi_j\,\delta\phi_i$. Setting $\delta L = 0$ for arbitrary $\delta\phi_i$ and dividing by 2 gives

$$f_i\,\hat h\,\phi_i = \sum_j\Lambda_{ij}\,\phi_j,\qquad \hat h = -\tfrac12\nabla^2 + v_s .$$

Multiplying by $\phi_k$ and integrating gives $f_i h_{ki} = \Lambda_{ik}$, with $h_{ki} = \int\phi_k\hat h\phi_i$. Identity (9) used twice shows that $h_{ki} = h_{ik}$, and since $\Lambda_{ik} = \Lambda_{ki}$ it follows that $(f_i - f_k)\,h_{ik} = 0$. Orbitals of different occupation are therefore not coupled by $\hat h$. Within a group of orbitals of equal occupation, $h_{ik}$ is a real symmetric matrix and is diagonalized by an orthogonal matrix $O$. The rotated orbitals $\phi'_a = \sum_i O_{ai}\phi_i$ give the same $\sum\phi^2$ and the same $\sum|\nabla\phi|^2$, because $\sum_a O_{ai}O_{ak} = \delta_{ik}$, so $n$, $T_s$, $v_s$ and $E$ are unchanged. In the rotated set the multiplier matrix is diagonal, $\Lambda_{ii} = f_i\varepsilon_i$, and the stationarity condition reads

$$\big(-\tfrac12\nabla^2 + v_\text{ext} + v_H[n] + v_{xc}[n]\big)\phi_i = \varepsilon_i\,\phi_i . \tag{10}$$

The density in the brackets is the density (1) of the orbitals that solve the equation. A solution with this property is called self-consistent.

Multiply (10) by $\phi_i$ and integrate over all space. The right side gives $\varepsilon_i$ by normalization. On the left, (9) with $a = b = \phi_i$ gives $-\tfrac12\int\phi_i\nabla^2\phi_i = \tfrac12\int|\nabla\phi_i|^2 = t_i$, the surface terms vanishing for the reasons already given. Hence

$$\varepsilon_i = t_i + \langle v_s\rangle_i,\qquad \langle v_s\rangle_i = \int\phi_i^2\,v_s\,d^3r . \tag{11}$$

Each eigenvalue is the kinetic energy of an electron in its orbital plus its potential energy in the full effective potential. Multiplying (11) by $f_i$ and summing, the kinetic parts add up to $T_s$, and the potential parts combine under the integral into $\int\sum_i f_i\phi_i^2\,v_s = \int n\,v_s$. Solving for $T_s$,

$$T_s = \sum_i f_i\varepsilon_i - \int n\,v_s\,d^3r . \tag{12}$$

This is the step that removes the derivatives of the orbitals from the energy. Now split $v_s$ according to (8) and use (6):

$$\int n\,v_s\,d^3r = E_\text{ext} + 2E_H + \int n\,v_{xc}\,d^3r . \tag{13}$$

Equation (13) uses self-consistency. Relation (6) holds only if $v_H$ is the potential of the same density that multiplies it. Substituting (12) and (13) in (2),

$$E = \Big[\sum_i f_i\varepsilon_i - E_\text{ext} - 2E_H - \int n\,v_{xc}\,d^3r\Big] + E_\text{ext} + E_H + E_{xc} .$$

The external energy cancels, the Hartree terms combine as $-2E_H + E_H = -E_H$, and what remains is

$$E = \sum_i f_i\varepsilon_i - E_H[n] + E_{xc}[n] - \int n\,v_{xc}\,d^3r . \tag{14}$$

This holds for a self-consistent solution, for any $v_\text{ext}$, and for any $E_{xc}[n]$ whose derivative is a multiplicative potential. It does not depend on whether the functional is accurate.

The three kinds of term in (14) follow one rule. Suppose a functional is homogeneous of degree $k$ in the density, $F[sn] = s^kF[n]$ for every number $s>0$. Differentiate with respect to $s$ at $s=1$. On the left the density changes by $\delta n = n\,ds$, which gives $\int v_F\,n$, and the right gives $kF$. So the eigenvalue sum contains $kF$ where the energy contains $F$, and the correction is $(1-k)F$. The external energy has $k=1$ and needs no correction. The Hartree energy has $k=2$ and the correction is $-E_H$. In physical terms the eigenvalue of orbital $i$ contains its repulsion by the charge in orbital $j$, the eigenvalue of $j$ contains the same repulsion again, and the sum counts it twice. LDA exchange, also called Slater exchange, is defined by the exchange energy per electron of the uniform gas,

$$\epsilon_x(n) = -C\,n^{1/3},\qquad C = \frac34\Big(\frac3\pi\Big)^{1/3},$$

where the power $1/3$ expresses that a Coulomb energy scales as the inverse of the only length of the gas, $n^{-1/3}$. Then $E_x = -C\int n^{4/3}$ has $k = 4/3$, and (7) gives the same result directly, $v_x = -\tfrac43Cn^{1/3} = \tfrac43\epsilon_x$. Therefore

$$\int n\,v_x\,d^3r = \tfrac43E_x,\qquad E_x - \int n\,v_x\,d^3r = -\tfrac13E_x > 0 . \tag{15}$$

The LDA correlation energy is not homogeneous. From (7) its correction is $E_c - \int n\,v_c = -\int n^2\,(d\epsilon_c/dn)\,d^3r$, which is positive wherever $\epsilon_c$ decreases with increasing density.

Two limits can be checked by hand. With the interaction switched off, $E_H$, $E_{xc}$ and $v_{xc}$ vanish and (14) reduces to $E = \sum f_i\varepsilon_i$, as it must for independent particles. For a single electron and the exact functional, exchange cancels the self-repulsion, $E_{xc} = -E_H$ and $v_{xc} = -v_H$, so that (14) gives $\varepsilon - E_H - E_H + 2E_H = \varepsilon$, which is again correct. The LDA does not cancel the self-repulsion exactly, and its one-electron energy differs in general from its eigenvalue.

At fixed $N$ the allowed $\delta n$ integrate to zero, so a constant $c$ may be added to $v_{xc}$ without changing any first variation. The orbitals in (10) stay the same, every $\varepsilon_i$ rises by $c$, the sum rises by $Nc$, and $\int n\,v_{xc}$ rises by the same $Nc$, so (14) is unchanged. It fails by $Nc$ if the eigenvalues are reported on a shifted scale while the integrals are evaluated with unshifted potentials. For the neutral atom in LDA the zero is fixed by $v_s\to0$ at large $r$, since the nuclear and Hartree potentials cancel there and (7) vanishes with the density.

The form of the last term depends on $v_{xc}$ being a multiplicative function. Gradient-corrected functionals satisfy this, and (14) applies to them as written. With spin polarization the same steps are done for each spin and the last term becomes $\sum_\sigma\int n_\sigma v_{xc,\sigma}$. If $E_{xc}$ depends on the orbitals otherwise than through $n$, as Fock exchange does, and is varied with respect to the orbitals, its variation has the form $2f_i\int\delta\phi_i\,\hat v\,\phi_i$ with an operator $\hat v$, and the last term of (14) must be replaced by $\sum_i f_i\int\phi_i\hat v\phi_i$. Fock exchange is of fourth degree in the orbitals. Scaling all of them by $s$ and differentiating at $s=1$ gives $2\sum_i f_i\int\phi_i\hat v\phi_i = 4E_x$, so the correction is $E_x - 2E_x = -E_x$, three times the LDA fraction in (15).

An actual calculation reaches self-consistency only as a limit. In each iteration a density $n_\text{in}$ defines the potential $v_\text{ext} + v_{Hxc}[n_\text{in}]$, with the abbreviations $v_{Hxc} = v_H + v_{xc}$ and $E_{Hxc} = E_H + E_{xc}$. The eigenfunctions of that potential give a different density $n_\text{out}$ through (1). The steps from (10) to (12) used only that the $\phi_i$ are normalized eigenfunctions in some local potential, so they survive, provided the density is that of the orbitals and the potential is the one actually used:

$$T_s[\text{out}] = \sum_i f_i\varepsilon_i - \int n_\text{out}\,\big(v_\text{ext} + v_{Hxc}[n_\text{in}]\big)\,d^3r . \tag{16}$$

The energy (2) evaluated with the output orbitals is then, after the external term has cancelled,

$$E_{KS}[\text{out}] = \sum_i f_i\varepsilon_i - \int n_\text{out}\,v_{Hxc}[n_\text{in}]\,d^3r + E_{Hxc}[n_\text{out}] . \tag{17}$$

At self-consistency the total energy follows from the eigenvalues through (14), and for an unfinished iteration (17) gives the energy of the output orbitals. It remains to find which density belongs in (14) when input and output differ, and to test the formula on the neon atom.
